\section*{The Korringa Law for Contact Scattering of Independent Electrons, part 2}

The conduction electrons of a metal shift the resonance of a nuclear spin $\mathbf I$ by the fraction $K$ and relax it in a time $T_1$. Both effects are derived from the coupling $A\,\mathbf I\cdot\mathbf S\,\delta(\mathbf r)$ to the electron spin $\mathbf S$, to find $T_1TK^2$ and the number $c_2$ in $1/T_1=c_2(An)^2k_BT/\hbar$. SI units are used; the gyromagnetic ratios $\gamma_e,\gamma_n$ are taken positive. The electrons are independent, without spin-orbit coupling.

Orbital $k$ has energy $\varepsilon_k$ and amplitude $\psi_k(0)$ at the nucleus. The local density of states per spin is $n(\varepsilon)=\sum_k|\psi_k(0)|^2\delta(\varepsilon-\varepsilon_k)$, and $n$ is its value at the Fermi energy. A magnetization $M(0)$ at the nucleus gives the contact field $2\mu_0M(0)/3$. With $B_c$ the contact field in the applied field $B_0$,
\begin{equation}
K=\frac{B_c}{B_0}=\frac{2\mu_0}{3}\,\frac{\gamma_e\hbar}{2}\,n\gamma_e\hbar
=\frac{\mu_0}{3}\gamma_e^2\hbar^2n=\frac12\,\frac{\gamma_e}{\gamma_n}\,An .
\label{eq:K}
\end{equation}

The electron Zeeman energy is $\Delta_e=\hbar\gamma_eB_0$, with $h=\Delta_e/2$; the nuclear quantum is $D=\hbar\omega_n=\hbar\gamma_nB_0$. The nuclear level $m$ has energy $-\hbar\omega_nm$. An electron goes from $k$, spin up, to $k'$, spin down, with total energies $E=\varepsilon_k+\Delta_e/2$ and $E'=\varepsilon_{k'}-\Delta_e/2$. Both spin species share the chemical potential $\mu$, so the Fermi function $f$ depends on total energy and $\Delta_e$ enters only the densities of states. The rate is
\begin{align}
W_{m\to m+1}={}&\frac{2\pi}{\hbar}\left(\frac A2\right)^2\bigl[I(I+1)-m(m+1)\bigr]\nonumber\\
&\times\sum_{k,k'}|\psi_k(0)|^2|\psi_{k'}(0)|^2f(E)\bigl[1-f(E')\bigr]\,\delta(E'-E-\hbar\omega_n).
\label{eq:sum}
\end{align}
or, as an integral,
\begin{align}
W_{m\to m+1}={}&\frac{2\pi}{\hbar}\left(\frac A2\right)^2\bigl[I(I+1)-m(m+1)\bigr]\nonumber\\
&\times\int n\!\left(E-\tfrac{\Delta_e}{2}\right)n\!\left(E+D+\tfrac{\Delta_e}{2}\right)
f(E)\bigl[1-f(E+D)\bigr]\,dE .
\label{eq:W}
\end{align}

The example is a free-electron gas with Fermi energy 5~eV and $|\psi_k(0)|^2V=100$ near the Fermi energy, $V$ being the sample volume. It has $n=761.6~\mathrm{eV^{-1}\,nm^{-3}}$ and, at $B_0=10$~T, $\Delta_e=1.159$~meV and $K=6.866\times10^{-4}$.

With flat densities of states the remaining integral is
\begin{equation}
J(D)=\int_{-\infty}^{\infty}f(E)\bigl[1-f(E+D)\bigr]\,dE .
\end{equation}
Let $a=e^{(E-\mu)/k_BT}$, $x=D/k_BT$ and $b=e^{x}$. Then $f(E)=1/(a+1)$ and $f(E+D)=1/(ab+1)$, so that
\begin{align}
f(E)\bigl[1-f(E+D)\bigr]&=\frac{ab}{(a+1)(ab+1)},\nonumber\\
f(E)-f(E+D)&=\frac{ab-a}{(a+1)(ab+1)}=\frac{ab\,(1-e^{-x})}{(a+1)(ab+1)} .
\end{align}
The first expression is the second divided by $1-e^{-x}$. The integral of the second follows from writing the difference as an integral of the derivative,
\begin{equation}
\int_{-\infty}^{\infty}\bigl[f(E)-f(E+D)\bigr]dE
=\int_0^D\!ds\int_{-\infty}^{\infty}\bigl[-f'(E+s)\bigr]dE=\int_0^Dds=D,
\end{equation}
because $f$ falls from one to zero. Hence
\begin{equation}
J(D)=\frac{D}{1-e^{-D/k_BT}} .
\label{eq:J}
\end{equation}
For $D\ll k_BT$ the denominator is close to $D/k_BT$ and $J\to k_BT$. This is the origin of the factor $T$ in the relaxation rate: filled initial states next to empty final states exist in a layer of width $k_BT$ at the Fermi energy.

For the opposite transition, $m\to m-1$, an electron turns from down to up and gives up the energy $D$. The argument is the same with $D$ replaced by $-D$, and $J(-D)=D/(e^{x}-1)=e^{-x}J(D)$. The ratio $e^{-x}$ of the two rates is the one that makes the Boltzmann populations of the nuclear levels stationary. Two combinations are needed below:
\begin{align}
J(D)-J(-D)&=D\,\frac{e^{x}-1}{e^{x}-1}=D,\nonumber\\
J(D)+J(-D)&=D\,\frac{e^{x}+1}{e^{x}-1}=D\coth\frac x2 .
\label{eq:comb}
\end{align}

The flip rates determine $T_1$ through the populations $p_m$ of the nuclear levels. Define
\begin{equation}
w=\frac{2\pi}{\hbar}\left(\frac A2\right)^2n^2k_BT=\frac{\pi}{2\hbar}A^2n^2k_BT,\qquad
w_\pm=w\,\frac{J(\pm D)}{k_BT}.
\end{equation}
The upward rate is $w_+[I(I+1)-m(m+1)]$ and the downward rate is $w_-[I(I+1)-m(m-1)]$. Each upward step changes $I_z$ by $+1$ and each downward step by $-1$, so
\begin{align}
\frac{d\langle I_z\rangle}{dt}
&=\sum_mp_m\Bigl\{w_+\bigl[I(I+1)-m^2-m\bigr]-w_-\bigl[I(I+1)-m^2+m\bigr]\Bigr\}\nonumber\\
&=-(w_++w_-)\langle I_z\rangle+(w_+-w_-)\bigl[I(I+1)-\langle I_z^2\rangle\bigr].
\label{eq:master}
\end{align}
By \eqref{eq:comb}, $w_+-w_-=wx$ and $w_++w_-=wx\coth(x/2)$, which tends to $2w$ for small $x$. At high nuclear temperature, $x\ll1$, the populations near equilibrium are almost equal and $\langle I_z^2\rangle\simeq I(I+1)/3$. To leading order,
\begin{equation}
\frac{d\langle I_z\rangle}{dt}=-2w\left[\langle I_z\rangle-\frac{I(I+1)}{3}\,x\right].
\end{equation}
The second term in the bracket is the equilibrium value of $\langle I_z\rangle$ given by the Curie law. The polarization approaches it exponentially at the rate
\begin{equation}
\frac1{T_1}=2w=\frac{\pi}{\hbar}A^2n^2k_BT,
\label{eq:T1}
\end{equation}
which shows that $c_2=\pi$. The spin $I$ has dropped out of the rate: in \eqref{eq:master} the terms $I(I+1)$ appear only with $w_+-w_-$, which fixes the equilibrium value, while the term $-(w_++w_-)\langle I_z\rangle$, which fixes the rate, does not contain $I$. This holds for the total polarization $\langle I_z\rangle$. For $I>1/2$ the populations have faster modes as well, at $3/T_1$ and $6/T_1$ for $I=3/2$. If a quadrupole splitting separates the lines and a single transition is inverted and observed, its recovery contains these modes and is not a single exponential, even for $x\ll1$.

The shift gives $An=2K\gamma_n/\gamma_e$. Inserted into \eqref{eq:T1}, this yields
\begin{equation}
\frac1{T_1}=\frac{\pi k_BT}{\hbar}\,4K^2\left(\frac{\gamma_n}{\gamma_e}\right)^2,
\end{equation}
and therefore
\begin{equation}
T_1TK^2=\frac{\hbar}{4\pi k_B}\left(\frac{\gamma_e}{\gamma_n}\right)^2 .
\label{eq:korringa}
\end{equation}
This is the Korringa law. Neither the electron density at the nucleus nor the density of states needs to be known. As long as $x\ll1$ and $n(\varepsilon)$ is flat, $T_1T$ is independent of temperature and of field, and since the square of $\gamma_n$ appears, the law also holds for nuclei with negative $\gamma_n$.

For the electron gas of the example, let the nucleus have $I=1/2$ and $\gamma_n/2\pi=10$~MHz/T. With $\gamma_e/2\pi=28\,025$~MHz/T the ratio $\gamma_e/\gamma_n$ is 2802.5, and the right-hand side of \eqref{eq:korringa} is
\begin{equation}
6.078\times10^{-13}~\mathrm{s\,K}\times(2802.5)^2=4.774\times10^{-6}~\mathrm{s\,K}.
\end{equation}
With $K=6.866\times10^{-4}$ this gives
\begin{equation}
T_1T=\frac{4.774\times10^{-6}~\mathrm{s\,K}}{(6.866\times10^{-4})^2}=10.13~\mathrm{s\,K}.
\end{equation}
The golden-rule integral \eqref{eq:W}, evaluated numerically without the assumption of a flat density of states, gives at 300~K an upward and a downward rate of $14.81~\mathrm{s^{-1}}$ each. For $I=1/2$ their sum is $1/T_1$, so $T_1=33.8$~ms and $T_1T=10.13$~s\,K. At 4~K it gives $T_1=2.53$~s and the same product. At that temperature the electron Zeeman energy is already 3.4 times $k_BT$, and the law is unaffected, as the argument about the common chemical potential requires.

A finite tight-binding chain tests the derivation without a delta function in energy. It has 1601 sites, and the nucleus sits at the central site, whose energy is raised by 0.80 of the hopping energy. The chemical potential lies 0.50 hopping energies above the band centre, and $k_BT$ is 0.050 of the hopping energy. By reflection symmetry every odd orbital vanishes at the nucleus, so that $|\psi_k(0)|^2$ differs strongly from state to state. The relaxation rate, taken from the growth in time of the first-order transition probabilities, is 1.0019 times the value from \eqref{eq:T1}. The shift, taken from the thermal occupations, is 1.0009 times the value from \eqref{eq:K}. Their combination $T_1TK^2$ is 0.9999 times the Korringa value. When the electron Zeeman energy is raised from zero to $2k_BT$, the rate changes by 0.05 percent. Had this energy played the part of $D$, the rate would have risen by the factor $\coth1=1.313$. A separate test solves the rate equations for $I=3/2$ with matrix elements taken from $\mathbf I\cdot\mathbf S$ and finds the decay rate \eqref{eq:T1} within 0.03 percent.

If the density of states is not flat, the two measured quantities sample it differently. For $D$ and $\Delta_e$ both small compared with $k_BT$, the identity $f(1-f)=k_BT(-f')$ turns the integral in \eqref{eq:W} into $k_BT\int n^2(-f')\,d\varepsilon$, while the shift contains $\int n(-f')\,d\varepsilon$. Denoting the average with the weight $-f'$ by a bar, one obtains
\begin{equation}
T_1TK^2=\frac{\hbar}{4\pi k_B}\left(\frac{\gamma_e}{\gamma_n}\right)^2\frac{\bar n^{\,2}}{\overline{n^2}} .
\label{eq:smear}
\end{equation}
The last factor cannot exceed one, because $\overline{n^2}-\bar n^{\,2}=\overline{(n-\bar n)^2}\ge0$. The small deficit found for the chain has this sign and this size: for the infinite chain the factor is 0.99992. The bound is lost when $\Delta_e$ exceeds $k_BT$. For $k_BT\ll\Delta_e$ the shift averages $n$ over $\mu\pm h$ and contains $n+h^2n''/6$, while the rate contains $n^2+h^2(nn''-n'^2)$, so that the factor becomes $1+h^2[n'^2/n^2-2n''/(3n)]$, which is above one for $n\propto\sqrt\varepsilon$ or at a peak of $n$. The factor becomes important when the electrons are no longer degenerate. For a dilute gas with $n(\varepsilon)=C\sqrt\varepsilon$ above the band edge and $f\simeq ze^{-\varepsilon/k_BT}$, where $z=e^{\mu/k_BT}\ll1$, the averages are
\begin{align}
\bar n&=\frac{Cz}{k_BT}\int_0^\infty\!\sqrt\varepsilon\,e^{-\varepsilon/k_BT}d\varepsilon
=\frac{\sqrt\pi}{2}\,Cz\sqrt{k_BT},\nonumber\\
\overline{n^2}&=\frac{C^2z}{k_BT}\int_0^\infty\!\varepsilon\,e^{-\varepsilon/k_BT}d\varepsilon=C^2zk_BT .
\end{align}
The product $T_1TK^2$ is then $\pi z/4$ times the Korringa value. It is small and depends on temperature, so the law belongs to the degenerate gas. The number $\pi/4$ requires $\Delta_e\ll k_BT$; at $\Delta_e=k_BT$ the product is already about 1.3 times larger.

A second limit is reached when $k_BT$ falls to the nuclear quantum. For $I=1/2$ one has $\langle I_z^2\rangle=1/4$ at all times, so \eqref{eq:master} is a closed linear equation for any $x$, and
\begin{equation}
\frac1{T_1}=w_++w_-=2w\,\frac x2\coth\frac x2 .
\label{eq:coth}
\end{equation}
In the example at 5~mK, $x=0.960$ and the correction factor is 1.076. The upward and downward rates are $3.84\times10^{-4}$ and $1.47\times10^{-4}~\mathrm{s^{-1}}$. Their sum gives $T_1=1883$~s and $T_1T=9.41$~s\,K, which is 7 percent below the Korringa value. For $T\to0$ the rate \eqref{eq:coth} tends to $wx=(\pi/2)A^2n^2\omega_n$ and no longer depends on temperature: the nucleus can still give its quantum to the electron gas, but it cannot receive one. For larger $I$ the term with $\langle I_z^2\rangle$ in \eqref{eq:master} does not close, and the recovery need not be a single exponential.

The model leaves out the interaction between electrons. In a mean-field description with a local repulsion $U$, a spin density $s$ at wave vector $q$ adds a field $Us$ to the applied field $b$, in suitable units. The electrons respond to the sum as independent particles, $s=\chi_0(b+Us)$, so that the spin response $s/b$ is $\chi=\chi_0/(1-U\chi_0)$, where $\chi_0$ is that of independent electrons. The shift measures the uniform static response and is multiplied by $1/(1-U\chi_0(0))$. For the rate, take $|\psi_k(0)|^2$ equal for all states and neglect the electron Zeeman energy. The identity $f(E)[1-f(E+D)]=[f(E)-f(E+D)]/(1-e^{-x})$ turns the pairs in \eqref{eq:sum} with $k'-k=q$ into a constant times $k_BT\operatorname{Im}\chi_0(q,\omega_n)/\omega_n$ for small $x$. The mean field multiplies the spin-flip amplitude at $q$ by $1/(1-U\chi_0)$. Relaxation therefore measures the dissipative part of $\chi$ at low frequency, summed over $q$, in agreement with
\begin{equation}
\operatorname{Im}\chi=\frac{\operatorname{Im}\bigl[\chi_0(1-U\chi_0^*)\bigr]}{|1-U\chi_0|^2}
=\frac{\operatorname{Im}\chi_0}{|1-U\chi_0|^2},
\end{equation}
since $\chi_0\chi_0^*$ is real. The rate is thus enhanced by an average of $1/|1-U\chi_0(q)|^2$ over $q$, weighted with $\operatorname{Im}\chi_0(q,\omega_n)$, and $K^2$ by the value at $q=0$. If the static response is largest at $q=0$, as in a metal close to ferromagnetism, $T_1TK^2$ lies above the Korringa value. If it is largest at a finite wave vector, as near antiferromagnetic order, the product can lie below it.

Further couplings also change the balance. Core polarization by $d$ electrons can produce a negative contribution to $K$ that partly cancels the contact term, whereas the rates of independent relaxation channels are positive and add. Orbital currents can also contribute to the measured shift and to the rate, and the spin-dipolar coupling of $p$ and $d$ electrons relaxes the nucleus even at a cubic site, where it gives no shift; \eqref{eq:korringa}, derived for the contact coupling alone, does not cover them. A measured value of $T_1TK^2$ that differs from the Korringa value therefore shows that at least one assumption of the model fails, but does not by itself show which one.

\section*{Table of computed values}
\begin{verbatim}
TESTS ON MODELS
contact field / (mu0 M(0)), loop sum: 0.666667
chain: number of sites: 1601
chain: central site energy / hopping: 0.80
chain: chemical potential / hopping: 0.50
chain: kB T / hopping: 0.050
chain: relaxation rate, time growth / formula: 1.00185
chain: shift, occupations / formula: 1.00089
chain: T1 T K^2 / Korringa value: 0.99992
chain: rate at Zeeman = 2 kB T / rate at zero: 1.00051
factor if electron Zeeman energy were absorbed: 1.3130
I = 3/2: decay rate / (pi A^2 n^2 kB T / hbar) at three times: 1.00021, 1.00013, 1.00007
WORKED EXAMPLE: INPUTS
Fermi energy: 5.00 eV
contact enhancement |psi(0)|^2 V: 100
gamma_n/(2 pi): 10.00 MHz/T
gamma_e/(2 pi): 28024.95 MHz/T
B0: 10.0 T
WORKED EXAMPLE: SHIFT
gamma_e/gamma_n: 2802.495
electron density at B0 = 0: 50.775 nm^-3
density of states per spin: 7.6162 eV^-1 nm^-3
local density of states n: 761.624 eV^-1 nm^-3
electron Zeeman energy: 1.1590 meV
excess spin-down density: 8.8274e-03 nm^-3
contact field: 6.8663 mT
K from spin densities: 6.86627e-04 = 0.06866 percent
K from formula: 6.86627e-04
WORKED EXAMPLE: RELAXATION
hbar/(4 pi kB): 6.07831e-13 s K
Korringa value of T1 T K^2: 4.77389e-06 s K
T1 T from law and K: 10.1258 s K
T = 300 K: W up 1.48137e+01 s^-1, W down 1.48135e+01 s^-1
  T1 = 3.37528e-02 s, T1 T = 10.1258 s K
  nuclear quantum/kB T = 1.5997e-05
  electron Zeeman/kB T = 4.4833e-02
  (x/2) coth(x/2) = 1.000000, T1 T K^2/law = 1.000000
T = 4 K: W up 1.97633e-01 s^-1, W down 1.97396e-01 s^-1
  T1 = 2.53146e+00 s, T1 T = 10.1258 s K
  nuclear quantum/kB T = 1.1998e-03
  electron Zeeman/kB T = 3.3625e+00
  (x/2) coth(x/2) = 1.000000, T1 T K^2/law = 1.000000
T = 0.005 K: W up 3.84054e-04 s^-1, W down 1.47074e-04 s^-1
  T1 = 1.88279e+03 s, T1 T = 9.4139 s K
  nuclear quantum/kB T = 9.5985e-01
  electron Zeeman/kB T = 2.6900e+03
  (x/2) coth(x/2) = 1.075622, T1 T K^2/law = 0.929695
\end{verbatim}
